The Page-McIver Local Quadratic Step for Steepest-Descent Reaction Paths

## 1. The result

Let q be the vector of mass-weighted Cartesian coordinates of a system of nuclei, V(q) its potential energy, g = ∇V the gradient and H the symmetric matrix of second derivatives (the Hessian). The steepest-descent path is the curve that obeys

dq/ds = −g/|g|, (1)

where s is the arc length, increasing downhill.

Take a point q₀ with g ≠ 0, and write g₀ for the gradient there. Let λᵢ and uᵢ be the eigenvalues and orthonormal eigenvectors of H at q₀, and let gᵢ = uᵢ·g₀. If V is replaced by its second-order Taylor polynomial about q₀, the path through q₀ is

q(t) = q₀ − Σᵢ uᵢ gᵢ wᵢ(t), wᵢ(t) = (1 − e^(−λᵢt))/λᵢ, (2)

with wᵢ = t when λᵢ = 0. The parameter t belonging to a chosen arc length follows from

s(t) = ∫₀ᵗ [Σᵢ gᵢ² e^(−2λᵢt′)]^(1/2) dt′. (3)

The curvature vector of the path, with v = −g/|g| the unit tangent, is

κ = d²q/ds² = −[Hv − (v·Hv)v]/|g|. (4)

Equations (2) and (3) are exact on a quadratic surface. On a general smooth surface they define a finite step, the local quadratic approximation (LQA) of Page and McIver. Equation (4) holds on any smooth surface wherever g ≠ 0.

## 2. Mass weighting and what the path means

For Cartesian coordinates xᵢ with masses mᵢ, define qᵢ = √mᵢ xᵢ. The chain rule gives

gᵢ = ∂V/∂qᵢ = (1/√mᵢ) ∂V/∂xᵢ,
Hᵢⱼ = (1/√(mᵢmⱼ)) ∂²V/∂xᵢ∂xⱼ.

Since dxᵢ = dqᵢ/√mᵢ, equation (1) in Cartesian form is

dxᵢ/ds = −(1/mᵢ)(∂V/∂xᵢ)/|g|, |g|² = Σᵢ (∂V/∂xᵢ)²/mᵢ.

The direction is that of the accelerations, not of the forces. A system released from rest moves in a short time τ by δxᵢ = −(τ²/2)(1/mᵢ)∂V/∂xᵢ, which is along this direction. The path is therefore the one followed if the system is stopped and released from rest again after each interval τ, in the limit τ → 0. Strong friction with coefficients γᵢ gives dxᵢ ∝ −(1/γᵢ)∂V/∂xᵢ, which in general is the same path only if γᵢ is proportional to mᵢ. It depends on the masses, and it is not a trajectory with inertia.

In SI units s has the unit kg^(1/2) m, and the eigenvalues of H have the unit s⁻², as squared angular frequencies do.

## 3. The path on a quadratic surface

The norm in equation (1) couples all the coordinates. It can be removed by a change of parameter. Define t by

ds/dt = |g|, t = 0 at q₀. (5)

Then

dq/dt = (dq/ds)(ds/dt) = −(g/|g|)|g| = −g. (6)

The curve is the same; only the labelling of its points has changed. Because λt must be a pure number, t has the unit s² and is not physical time.

Now use the quadratic surface

V(q) = V₀ + g₀·(q − q₀) + ½(q − q₀)·H(q − q₀),

on which H is constant. Its gradient is

g(q) = g₀ + H(q − q₀).

Differentiate along the path and insert (6):

dg/dt = H dq/dt = −Hg.

Projection on uᵢ, with uᵢ·Hg = λᵢ uᵢ·g, separates the modes:

d(uᵢ·g)/dt = −λᵢ(uᵢ·g), so uᵢ·g(t) = gᵢ e^(−λᵢt). (7)

The gradient component decays in a mode of positive curvature and grows in a mode of negative curvature. Equation (6) projected on uᵢ is then integrated from 0 to t:

uᵢ·(q − q₀) = −gᵢ ∫₀ᵗ e^(−λᵢt′) dt′ = −gᵢ(1 − e^(−λᵢt))/λᵢ.

Summing over the eigenvectors gives (2). For λᵢ → 0 the integrand tends to 1 and the integral to t, which is the stated limit.

## 4. The arc-length equation

The eigenvectors are orthonormal, so (7) gives

|g(t)|² = Σᵢ gᵢ² e^(−2λᵢt).

Inserting the square root in (5) and integrating gives (3). The integrand is positive at every finite t, so s(t) increases strictly, and a reachable length S belongs to one value of t.

Which lengths are reachable depends on the active modes, those with gᵢ ≠ 0.

If all active λᵢ are positive and λmin is the smallest of them, then |g(t)| ≤ |g₀|e^(−λmin t). Integration to infinity gives

S_max ≤ |g₀|/λmin.

The whole path has finite length. It ends at q₀ − Σ uᵢgᵢ/λᵢ, the sum running over active modes, where the gradient vanishes. A request S ≥ S_max has no solution at finite t: the path reaches this stationary point of the quadratic surface (a minimum if all λᵢ, active or not, are positive) within the step, and the step must be shortened.

If some active mode k has λₖ ≤ 0, then |g(t)| ≥ |gₖ| for t ≥ 0, so s(t) ≥ |gₖ|t. Every length is reachable.

In practice the integral is done by quadrature. One starts from t = S/|g₀|, doubles t until s(t) ≥ S, and finds the root of s(t) = S in the bracket. This needs no further energies or derivatives of V.

A case with a known length checks the equation. Take two modes with λ₂ = 2λ₁ > 0, and let the distances from the minimum be y₁ = a e^(−λ₁t) and y₂ = b e^(−2λ₁t). Eliminating t gives the parabola y₂ = b(y₁/a)². With c = 2b/a², its length from y₁ = a to the minimum is

S_max = ∫₀ᵃ √(1 + c²y²) dy = (a/2)√(1 + c²a²) + arsinh(ca)/(2c).

For a = 3 and b = 2 (dimensionless), c = 4/9 and ca = 4/3. The root is 5/3 and arsinh(4/3) = ln 3, so S_max = 5/2 + (9/8) ln 3 = 3.736. Quadrature of (3) to t = ∞ gives the same value.

## 5. The energy released

From (6),

dV/dt = g·dq/dt = −|g|².

The energy falls at every point with g ≠ 0. On the quadratic surface, integration gives

ΔV = −Σᵢ gᵢ²(1 − e^(−2λᵢt))/(2λᵢ), (8)

where a mode with λᵢ = 0 contributes −gᵢ²t. On a real surface, comparing (8) with the computed energy change gives one measure of how well the quadratic form holds over the step. Agreement in energy alone does not prove that the position is right. In the notation of section 7, the leading energy mismatch after a step S is (S³/6) v·T(v,v), the part of T(v,v) along the path, whereas the leading position error (10) depends only on the part normal to it.

## 6. The curvature vector

Here V need not be quadratic. Along the path

dg/ds = H dq/ds = Hv.

Differentiate |g|² = g·g, and use g = −|g|v:

d|g|/ds = (g·Hv)/|g| = −v·Hv.

Now differentiate v = −g/|g| by the quotient rule:

dv/ds = −(Hv)/|g| + (g/|g|²) d|g|/ds
= −(Hv)/|g| + (−v/|g|)(−v·Hv)
= −[Hv − (v·Hv)v]/|g|.

This is (4). Taking the product with v gives v·κ = 0, as it must for a tangent of fixed length. The radius of curvature is 1/|κ|.

The component of κ along an eigenvector of H is

uᵢ·κ = −(λᵢ − v·Hv)(uᵢ·v)/|g|.

The number v·Hv is the curvature of the energy along the path. If λᵢ lies below it, uᵢ·κ has the sign of uᵢ·v, and the tangent turns further into that mode. If λᵢ lies above it, the tangent turns away. Going downhill, the path thus turns towards the softer or more unstable of the modes it already contains. If v is an eigenvector, κ = 0.

For two modes the magnitude takes a short form. Let vᵢ = uᵢ·v. The unit vector normal to v has mode components (−v₂, v₁), and its product with Hv is (λ₂ − λ₁)v₁v₂. Since vᵢ = −(uᵢ·g)/|g|,

|κ| = |λ₁ − λ₂| |(u₁·g)(u₂·g)|/|g|³. (9)

## 7. Accuracy on a real surface

The LQA uses the true g and H at q₀. By (1) and (4) its tangent and curvature at q₀ are therefore the true ones, and the first possible error is in d³q/ds³ = dκ/ds.

By (4), κ depends on g and H. At q₀, the derivative dg/ds = Hv is the same for the true path and the LQA path. The Hessian is constant in the LQA, but on the true surface it changes as

dH/ds = T(v), with elements Σₖ Tᵢⱼₖvₖ,

where T contains the third derivatives of V. Let T(v,v) be the vector with components Σⱼₖ Tᵢⱼₖvⱼvₖ, and let P = 1 − vvᵀ remove the part along v. Since (4) reads κ = −PHv/|g|, the two third derivatives differ by −P T(v,v)/|g|, and after a step S

q_true − q_LQA = −(S³/6) P T(v,v)/|g| + O(S⁴). (10)

The higher terms carry further powers of |λᵢ|S/|g|, so (10) describes the error only while S is small compared with |g|/|λᵢ|. Within that range the factor 1/|g| shows that a small gradient makes a given anharmonicity more harmful. Close to a stationary point a fixed S leaves this range, and (10) no longer gives the error. A path of fixed length L takes L/S steps. If |g| stays away from zero, earlier errors are carried forward by a bounded factor, so the accumulated error is of order (L/S)S³ = LS², with a new Hessian at each step.

These statements can be examined on the dimensionless surface

V = −x²/2 + 0.4y² + z² + 0.1x³ + 0.3x²y + 0.2x²z − 0.25xyz.

At the point (0.6, 0.5, −0.3), formula (10) gives (−0.0245, −0.0199, −0.0041) for the error divided by S³. Direct integration of (1) for S = 0.02 and 0.01, extrapolated linearly to S = 0, gives (−0.0246, −0.0199, −0.0041). Over a path of length 0.6, the distance of the LQA end point from that of direct integration is 3.18 × 10⁻⁵ with 20 steps and 7.92 × 10⁻⁶ with 40. The ratio corresponds to an order of 2.01.

The Taylor step q₀ + vS + κS²/2 uses the same g and H and also has a local error of order S³. It differs at finite S in a stiff valley. For λᵢ > 0 the LQA factor obeys 0 < wᵢ < 1/λᵢ, so the mode moves towards its minimum on the quadratic surface and cannot pass it. By section 6, the Taylor displacement along uᵢ is (uᵢ·v)[S − (λᵢ − v·Hv)S²/(2|g|)]. For λᵢ > v·Hv it changes sign at S = 2|g|/(λᵢ − v·Hv) and then grows as S² away from the minimum.

As an example, take g₀ = (−1, 0.1), H = diag(0, 100) and S = 0.5, all dimensionless. The valley floor lies at a second displacement of −0.1/100 = −0.001. The LQA displacement is (0.500, −0.001), on the floor to the digits given. The Taylor displacement is (0.620, 1.176), far up the wall on which the step started.

## 8. Starting at a saddle point

A reaction path is usually started at a first-order saddle point, where H has one negative eigenvalue λ, with unit eigenvector v, and all others are positive, apart from the zero eigenvalues that belong to overall translation and rotation of a free molecule. There g = 0. Equation (2) with gᵢ = 0 gives no motion, and (4) has the form 0/0 once v is the eigenvector. The first step needs a separate rule.

Near the saddle, (7) shows that going downhill only the component along v grows. The path therefore leaves along v or −v. Put the saddle at q = 0 and write

q = vs + ½κs² + O(s³), v·κ = 0.

The gradient, now including third derivatives, is

g = Hq + ½T(q,q) + … = λvs + ½s²[Hκ + T(v,v)] + O(s³).

By (1), g must be parallel to dq/ds = v + κs + O(s²). Write the factor of proportionality as λs + ½μs², with μ unknown:

g = (λs + ½μs²)(v + κs) + O(s³) = λvs + s²(λκ + ½μv) + O(s³).

The O(s²) term of dq/ds is multiplied by λs and enters at order s³, so it does not matter here. Equating the terms in s² and multiplying by 2 gives

Hκ + T(v,v) = 2λκ + μv.

The product with v removes both terms in κ, because v·Hκ = λv·κ = 0. Hence μ = v·T(v,v), and

(2λ − H)κ = T(v,v) − [v·T(v,v)]v. (11)

The matrix on the left has the eigenvalue λ along v and 2λ − λⱼ < 0 along the other eigenvectors, so it can be inverted. Unlike (4), the result needs third derivatives. On a purely quadratic surface κ = 0 at the saddle.

The surface of section 7 has a saddle at the origin, with λ = −1 along x and the other eigenvalues 0.8 and 2. There T(v,v) = (0.6, 0.6, 0.4), so

κ_y = 0.6/(−2 − 0.8) = −0.214,
κ_z = 0.4/(−2 − 2) = −0.100.

A path integrated from a point very close to the saddle gives the same values when twice its transverse displacement divided by s², taken at s = 0.04 and 0.02, is extrapolated linearly to s = 0.

A calculation can thus begin with a short step vs, or vs + κs²/2 if T(v,v) is available, and continue with (2) and (3) once the gradient is no longer negligible.

## 9. A worked step

Take a model with two coordinates, of masses 1 u and 16 u. The force constants are K₁₁ = −50, K₁₂ = 60 and K₂₂ = 400 N/m, and the slopes ∂V/∂x are −2 and 6 nN. The step length is S = 20 u^(1/2) pm. The surface is quadratic, so the LQA has no truncation error here.

**Mass weighting.** The first Hessian element is

H₁₁ = (−50 N/m)/(1 u) = −0.03011 fs⁻².

Likewise H₁₂ = (60 N/m)/(4 u) = 0.00903 fs⁻² and H₂₂ = (400 N/m)/(16 u) = 0.01506 fs⁻². The gradient components are −2 nN/(1 u^(1/2)) and 6 nN/(4 u^(1/2)), or

g₀ = (−1.2044, 0.9033) u^(1/2) pm fs⁻², |g₀| = 1.5055 u^(1/2) pm fs⁻².

**Modes.** The eigenvalues are

λ = (H₁₁ + H₂₂)/2 ± √[(H₁₁ − H₂₂)²/4 + H₁₂²],

that is, λ₁ = −0.03185 and λ₂ = 0.01679 fs⁻². The eigenvectors are u₁ = (0.9820, −0.1891) and u₂ = (0.1891, 0.9820). In u^(1/2) pm fs⁻²,

g₁ = 0.9820(−1.2044) − 0.1891(0.9033) = −1.3535,
g₂ = 0.1891(−1.2044) + 0.9820(0.9033) = 0.6593.

**Arc length.** Equation (3) gives s = 13.29 u^(1/2) pm at t = 8 fs² and 21.07 u^(1/2) pm at t = 12 fs². The root for S = 20 u^(1/2) pm is t = 11.475 fs².

**Displacement.** At this t, w₁ = 13.853 fs² and w₂ = 10.437 fs². The displacements along the modes are

−g₁w₁ = 18.75 u^(1/2) pm, −g₂w₂ = −6.88 u^(1/2) pm.

Multiplying by the eigenvectors and adding gives

Δq = (17.11, −10.30) u^(1/2) pm.

Division by √m, which is 1 and 4 in u^(1/2), gives Δx = (17.11, −2.58) pm. Direct integration of the Cartesian path equation gives the same displacement.

**Energy.** From the quadratic form, in u pm² fs⁻²,

g₀·Δq = (−1.3535)(18.75) + (0.6593)(−6.88) = −29.91,
½Δq·HΔq = ½(−0.03185)(18.75)² + ½(0.01679)(6.88)² = −5.20.

The sum, taken before rounding, is −35.12. One u pm² fs⁻² is 1.6605 × 10⁻²¹ J, so ΔV = −58.3 × 10⁻²¹ J, or −0.364 eV. Equation (8) gives the same value.

**Curvature.** The tangent at the start is v = (0.8, −0.6). In fs⁻²,

Hv = (−0.02951, −0.00181), v·Hv = −0.02252,
Hv − (v·Hv)v = (−0.01149, −0.01532).

Division by −|g₀| gives κ = (0.00763, 0.01018) u^(−1/2) pm⁻¹, with a radius of 78.6 u^(1/2) pm.

A straight step vS ends 2.03 u^(1/2) pm from the LQA point. The leading estimate S²|κ|/2 = 400/(2 × 78.6) = 2.54 u^(1/2) pm has the right size. Adding κS²/2 to the straight step reduces the error to 0.54 u^(1/2) pm.

At the end of the step the radius has grown to 161 u^(1/2) pm. Equation (9) accounts for this. By (7) the product of the two gradient components changes by the factor e^(−(λ₁+λ₂)t) = 1.19, while |g| rises from 1.506 to 2.025 u^(1/2) pm fs⁻², so |g|³ grows by the factor 2.43. The curvature falls by 1.19/2.43 = 0.49. The path straightens as the unstable mode takes over the gradient.

Values computed for the example and the checks

```
masses: 1.0 16.0 u
force constants K11 K12 K22: -50.0 60.0 400.0 N/m
slopes dV/dx: -2.0 6.0 nN
step length S: 20.0 u^0.5 pm
mass-weighted H11 H12 H22: -0.030111 0.009033 0.015055 fs^-2
mass-weighted gradient: -1.20443 0.90332 u^0.5 pm fs^-2
gradient norm at start: 1.50554 u^0.5 pm fs^-2
eigenvalues: -0.031850 0.016795 fs^-2
mode 1 vector: 0.98196 -0.18911
mode 2 vector: 0.18911 0.98196
unstable mode, imaginary wavenumber: 947.5 cm^-1
gradient in modes: -1.35352 0.65926 u^0.5 pm fs^-2
arc length at t = 4 fs^2: 6.31362 u^0.5 pm
arc length at t = 8 fs^2: 13.29346 u^0.5 pm
arc length at t = 12 fs^2: 21.07069 u^0.5 pm
t for step S: 11.47521 fs^2
decay integrals of modes at that t: 13.85289 10.43717 fs^2
mass-weighted displacement: 17.11065 -10.30241 u^0.5 pm
Cartesian displacement: 17.11065 -2.57560 pm
Cartesian displacement, direct integration: 17.11065 -2.57560 pm
energy change: -58.312 zJ
energy change converted: -0.3640 eV
unit tangent at start: 0.80000 -0.60000
curvature vector at start: 0.007632 0.010176 u^-0.5 pm^-1
curvature radius at start: 78.62 u^0.5 pm
gradient norm at end: 2.02507 u^0.5 pm fs^-2
curvature radius at end: 160.96 u^0.5 pm
straight-step error: 2.0286 u^0.5 pm
quadratic Taylor-step error: 0.5356 u^0.5 pm
parabola test a b (dimensionless): 3.0 2.0
parabola total length (dimensionless): 3.73594
stiff valley S (dimensionless): 0.5
stiff valley LQA displacement (dimensionless): 0.49998 -0.00100
stiff valley Taylor displacement (dimensionless): 0.62006 1.17562
anharmonic start point (dimensionless): 0.6 0.5 -0.3
error/S^3, formula (dimensionless): -0.02454 -0.01986 -0.00411
error/S^3, measured (dimensionless): -0.02456 -0.01986 -0.00408
path length for order test (dimensionless): 0.6
global error, 20 and 40 steps (dimensionless): 3.180e-05 7.919e-06
observed global order: 2.006
saddle curvature, formula (dimensionless): -0.00000 -0.21429 -0.10000
saddle curvature, path (dimensionless): 0.00000 -0.21429 -0.10000
```
